Ohnishi parameters and the erosion of two polymer masks

**Problem**

A thin film contains neighbouring domains of poly(methyl methacrylate), PMMA, and polystyrene, PS, all 30 nm thick. The PMMA is to be removed by a beam of inert ions, and the PS must survive as a mask for the next etching step. The repeat units are

PMMA: –CH₂–C(CH₃)(COOCH₃)–

PS: –CH₂–CH(C₆H₅)–

The Ohnishi parameter P of a polymer is the number of atoms in its repeat unit, hydrogen included, divided by the number of carbon atoms that the ions themselves must remove. An empirical rule for ion-dominated etching says that, at fixed ion energy and flux, the erosion rate R (thickness lost per unit time) is proportional to P.

(a) Find P for both polymers.

(b) Predict the ratio of their erosion rates, and the thickness of PS lost while 30 nm of PMMA is cleared.

(c) Estimate how far the prediction can be trusted for singly charged ions of 500 eV at 0.10 mA/cm², each of which frees 0.30 carbon atoms. The densities are 1.18 g/cm³ for PMMA and 1.05 g/cm³ for PS. These are rough typical values.

**A tempting solution**

Hydrogen and oxygen form volatile molecules easily, whereas carbon tends to stay behind as a solid. The slow step is therefore the removal of carbon, and each repeat unit costs as many removals as it has carbon atoms.

The PMMA unit has one carbon in CH₂, one in the chain atom that carries the side groups, one in CH₃, one in the carbonyl group and one in OCH₃, which makes 5. Its hydrogens number 2 + 3 + 3 = 8, and it has 2 oxygens, so there are 15 atoms in all. The PS unit has 2 carbons in the chain and 6 in the ring, which makes 8. Its hydrogens number 2 + 1 + 5 = 8, so there are 16 atoms in all. Then

PMMA: 15/5 = 3

PS: 16/8 = 2

The rate ratio would be 3/2 = 1.5, and the PS would lose 30 nm/1.5 = 20 nm. Only 10 nm of mask would be left.

**Where it fails**

The atom counts are right, and so is the idea that carbon removal is the slow step. The fault lies in the denominator. The argument lets oxygen leave as a volatile molecule but does not ask which molecule. Oxygen bound in an organic solid under bombardment can leave as carbon monoxide, CO, and each CO takes a carbon atom with it. The ions do not have to remove that carbon separately.

The tempting solution therefore charges the ions for all 5 carbons of PMMA, although 2 of them can leave with the polymer's own oxygen. PS has no oxygen, so its value is unaffected. The error falls on one polymer alone and distorts the ratio.

**Parts (a) and (b): the right count**

Let N be the number of all atoms in the repeat unit, N_C the number of carbons and N_O the number of oxygens. If each oxygen takes one carbon away, N_C − N_O carbons are left for the ions, and

P = N/(N_C − N_O), for N_C > N_O.

For the two polymers,

P(PMMA) = 15/(5 − 2) = 15/3 = 5

P(PS) = 16/(8 − 0) = 16/8 = 2

P is a pure number. It does not depend on how the repeat unit is chosen: taking m units together multiplies numerator and denominator by m. A real chain of n units also has two end groups. If both are hydrogen atoms, the chain has nN + 2 atoms, and

P(chain) = (nN + 2)/[n(N_C − N_O)] = P·[1 + 2/(nN)].

For PMMA with n = 100 the correction is 2/1500, or about 0.13% of P, which is negligible here.

The empirical rule then gives

R(PMMA)/R(PS) = 5/2 = 2.5.

A larger P means faster erosion, so PS is the more durable mask. While PMMA loses 30 nm, PS loses

30 nm × 2/5 = 12 nm,

and 18 nm remains.

The same ratio governs selectivity. If a layer beneath the mask etches at the rate R(layer), its selectivity to the mask is S = R(layer)/R(mask). With R(layer) held the same under either mask, it cancels:

S(PS)/S(PMMA) = R(PMMA)/R(PS) = 2.5.

**Why the rate should follow P**

The values 5 and 2 follow from a definition. The ratio of rates rests on an empirical rule, and a carbon balance shows what that rule requires. Suppose that

- each ion frees Y carbon atoms, with the same Y for both polymers;
- each oxygen of the polymer leaves with one further carbon, as CO;
- hydrogen escapes without limiting the rate;
- the composition of the surface layer has become steady.

Let u be the number of repeat units removed per ion. In the steady state, the carbon entering the surface layer from below equals the carbon leaving it. The u units bring in N_C u carbons. The ions free Y of them, and the oxygen of the same units takes N_O u. Hence

N_C u = Y + N_O u.

Subtracting N_O u from both sides and dividing by N_C − N_O gives

u = Y/(N_C − N_O).

Let J be the ion flux and V the volume of a repeat unit. Each unit area loses the volume J u V per unit time, and this is the rate at which thickness is lost:

R = J u V = J Y V/(N_C − N_O).

Multiplying and dividing by N brings in the Ohnishi parameter:

R = J Y · [N/(N_C − N_O)] · (V/N) = J Y P (V/N).

The rate is therefore proportional to P if Y and the volume per atom, V/N, are the same for the polymers compared.

The derivation suggests why hydrogen is counted, but it does not single out this count: multiplying and dividing by N is an identity, and N serves only as a rough stand-in for the volume V. In this model hydrogen does not help to remove carbon. It occupies volume, so a hydrogen-rich polymer has fewer carbons in each nanometre of thickness, and the same number of freed carbons corresponds to a greater depth. A hydrogen atom takes less room than a carbon atom, however, so counting all atoms equally is a convention; with the volumes found in part (c), the volume per non-hydrogen atom is in fact more nearly equal for this pair, 0.1409/7 = 0.0201 nm³ against 0.1647/8 = 0.0206 nm³.

Two limits show the range of the formula. Without oxygen, P = N/N_C, and the tempting solution is correct; this is the case of PS. As N_O approaches N_C, P grows without bound, because almost no carbon is left for the ions. An infinite rate is not physical. The balance assumes that CO forms and escapes as fast as needed, and in this limit that escape would itself become the slow step. The formula should not be used there.

**Part (c): absolute rates**

The ratio 2.5 assumed equal volumes per atom. The densities allow this to be checked. With molar mass M, density ρ and Avogadro constant N_A, the volume of a repeat unit is V = M/(ρN_A). This gives

V(PMMA) = 0.1409 nm³, or 0.1409/15 = 0.00939 nm³ per atom

V(PS) = 0.1647 nm³, or 0.1647/16 = 0.01029 nm³ per atom

The atoms of PS take up slightly more room, so PS recedes somewhat faster than the simple rule says.

For singly charged ions, the current density divided by the elementary charge is the flux, J = 6.242 ions/(nm² s). With Y = 0.30,

R(PMMA) = 6.242 × 0.30 × 0.1409/3 = 0.0879 nm/s

R(PS) = 6.242 × 0.30 × 0.1647/8 = 0.0386 nm/s

Multiplying by 60 s/min gives 5.28 nm/min for PMMA and 2.31 nm/min for PS. Their ratio is 2.28, about 9% below 2.5. Clearing the PMMA takes

30 nm/(5.28 nm/min) = 5.7 min,

and in that time the PS loses 13.2 nm instead of 12 nm, which leaves 16.8 nm. J and Y cancel from the ratio, so their rough values affect the time but not the PS loss, as long as they are the same for both polymers.

**How much depends on the fate of oxygen**

The assumption that repaired the tempting solution deserves its own test. Let each oxygen remove f carbon atoms. The balance becomes

N_C u = Y + f N_O u, so u = Y/(N_C − f N_O),

and P is replaced by N/(N_C − f N_O). PS keeps the value 2 for every f. For PMMA there are three instructive cases:

- f = 0, oxygen leaves without carbon: 15/5 = 3, ratio 1.5;
- f = 1/2, all oxygen leaves as CO₂: 15/4 = 3.75, ratio 1.875;
- f = 1, all oxygen leaves as CO: 15/3 = 5, ratio 2.5.

The first case is the tempting solution. In this model, then, the rise from 1.5 to 2.5 comes entirely from carbon carried off by oxygen. The remaining contrast, 1.5 instead of 1, comes from the larger number of atoms per carbon in PMMA. A mixture of CO and CO₂ would give a ratio between 1.875 and 2.5, before the correction for density. The value f = 1 is not an upper bound: if oxygen leaves in larger fragments that carry more carbon, f exceeds 1, and the ratio rises to 3.0 at f = 1.25 and to 3.75 at f = 1.5.

**The start of the etch**

The balance above is a steady one, but fresh PMMA starts with all its oxygen in place. To see what this does, let the ions act on a damaged layer 2.0 nm deep whose carbon content stays constant. Let o be the number of oxygens in this layer per unit area, and x the ion dose per unit area. Suppose CO leaves at the rate k o per ion, with k = 0.05 nm², a value assumed for illustration. The balances of carbon and oxygen are

N_C u = Y + k o

do/dx = N_O u − k o.

Setting do/dx = 0 gives k o = N_O u. Inserted in the first equation, this restores the steady result u = Y/(N_C − N_O), whatever the value of k. The steady oxygen content is

o_s = N_O Y/[k(N_C − N_O)] = 2 × 0.30/(0.05 × 3) = 4 per nm².

The fresh layer holds far more:

o₀ = 2 × 2.0/0.1409 = 28.4 per nm².

With this k the etch therefore starts fast. For k below about 0.007 nm², o_s would exceed o₀: the etch would start slowly, oxygen would pile up in the layer, and some of it would remain unused at the end. To find the lead this gives, eliminate u from the oxygen balance:

do/dx = N_O Y/N_C − k(1 − N_O/N_C) o.

The excess o − o_s thus decays exponentially with dose, at the rate k(1 − N_O/N_C) = 0.05 × 0.6 = 0.03 nm². It is largely gone after a few times 1/0.03 = 33 ions/nm², and at the present flux 33 ions/nm² arrive in about 5 s.

By the carbon balance, the excess in u is k(o − o_s)/N_C. Integrated over dose, the exponential gives (o₀ − o_s)/[k(1 − N_O/N_C)], so the number of extra units removed per unit area is

(k/N_C) · (o₀ − o_s)/[k(1 − N_O/N_C)] = (o₀ − o_s)/(N_C − N_O).

Multiplied by V, this is an extra depth of

0.1409 × (28.4 − 4)/3 = 1.15 nm.

Here depth means the thickness of fresh polymer that has been drawn into the damaged layer.

This lead does not shorten the complete clearing of the film. The damaged layer has lost oxygen but kept its carbon, and that carbon must be removed at the end with little oxygen to help. If every oxygen in the film eventually takes one carbon, the total dose is fixed by the total count. A 30 nm film holds 30/0.1409 = 213 units per nm², and the ions must free 3 carbons from each:

213 × 3/0.30 = 2130 ions/nm².

At 6.242 ions/(nm² s) this takes 341 s, or 5.7 min, as before. The fast start does matter if a rate is measured from a short etch: a loss of a few nanometres of PMMA would overstate the steady rate.

**Other effects, sized for this example**

*Unequal carbon yields.* The rate is proportional to Y, so any difference in Y enters the ratio directly. If PMMA yielded 20% fewer carbons per ion than PS, the simple ratio would fall to 0.8 × 2.5 = 2.0. If it yielded 20% more, the ratio would rise to 3.0. The parameter P contains no information about bond strengths or chain structure, so it cannot supply this correction.

*Neutral radicals.* Suppose radicals remove a further 1.0 nm/min from both polymers. With the actual densities the ratio becomes

(5.28 + 1.0)/(2.31 + 1.0) ≈ 1.9.

An equal amount added to both rates always lowers a ratio greater than 1. When such a background dominates, the ratio tends to 1. This outcome rests on the assumption of an equal thickness rate. If the radicals instead freed carbon at the same rate on both polymers, they would simply add to J Y in the balance and the ratio would stay at 2.28; if they supplied so much oxygen that the polymer's own oxygen no longer helped, the ratio would tend to (0.1409/5)/(0.1647/8) = 1.37.

*Fluorocarbon deposition.* In a fluorocarbon plasma, carbon also arrives at the surface. Let D carbon atoms be deposited per ion, equally on both polymers, and let the ions have to free these as well. The balance is then N_C u + D = Y + N_O u, so

u = (Y − D)/(N_C − N_O).

Both rates fall by the factor 1 − D/Y, and their ratio is unchanged. Erosion stops at D = Y, and beyond that point a film grows. This covers deposited carbon alone. Fluorine can also remove carbon from the polymer, and if it does so differently on PMMA and PS, the ratio changes.

*Heating.* Ions of 500 eV at 0.10 mA/cm² deliver 0.050 W/cm². If the wafer is not cooled and loses heat by radiation from both faces, with emissivity 0.6 and surroundings at T₀ = 300 K, its steady temperature T follows from

q = 2εσ(T⁴ − T₀⁴),

where q is the power density, ε the emissivity and σ the Stefan–Boltzmann constant. The result is T = 353 K. PMMA softens near 378 K, a rough value, and the PS mask at a similar temperature, so the margin is only roughly 25 K. This margin depends strongly on the emissivity, which for lightly doped silicon near room temperature can be well below 0.6: the steady temperature reaches 378 K at ε = 0.36 and 417 K at ε = 0.2, so such a wafer needs cooling already at this current. Doubling the current doubles T⁴ − T₀⁴ and raises the steady temperature to about 390 K, above softening. The etch then takes only half as long, and a thick wafer may not get that hot before the PMMA is cleared. Even so, little or no margin is left, so the wafer should be cooled at twice the current. The film itself adds nothing noticeable: with a thermal conductivity of 0.2 W/(m K), the temperature drop across 30 nm is below 0.0001 K.

**Comparison with the real process**

The example resembles the dry development of a PS/PMMA block-copolymer mask, where the domains can be some tens of nanometres in size and PMMA is the part removed. The beam is an idealization. Practical development can use a plasma containing oxygen, with ion energies that can be well below 500 eV and with many reactive neutrals. The assumption most clearly broken is then that ions alone limit the removal. For the modest background of equal thickness rate assumed above, the ratio moves from 2.28 to about 1.9; how far real oxygen radicals move it depends on how they attack each polymer, which this model does not supply. The yield of 0.30 is also a rough figure, and it may change with energy and with the damage already done to each polymer.

For choosing a mask under ion-dominated conditions, the parameters 5 and 2 give a clear ranking and a first estimate of 2.5 for the rate ratio. With the values assumed in this example and f between 0 and 1, density, the fate of oxygen, unequal carbon yields and radicals can each change the ratio by between about a tenth and two fifths of that value. They can also combine: density with a 20% change of yield and f between 1/2 and 1 spans about 1.4 to 2.7, and f above 1 would give more. The second digit therefore carries little weight. A process that needs a guaranteed thickness of remaining PS requires measured rates for both polymers in the plasma that will be used. The numerical output below lists the values for this example.

Numbers as computed

```
PMMA: C 5, H 8, O 2, all 15
PMMA: carbon minus oxygen = 3
PMMA: Ohnishi parameter = 5.000
PMMA: density (input) = 1.18 g/cm3
PMMA: volume per repeat unit = 0.1409 nm3
PMMA: volume per atom = 0.00939 nm3
PMMA: erosion rate with actual density = 5.28 nm/min
PS: C 8, H 8, O 0, all 16
PS: carbon minus oxygen = 8
PS: Ohnishi parameter = 2.000
PS: density (input) = 1.05 g/cm3
PS: volume per repeat unit = 0.1647 nm3
PS: volume per atom = 0.01029 nm3
PS: erosion rate with actual density = 2.31 nm/min
Rate ratio PMMA/PS from Ohnishi rule = 2.500
Largest relative error, balance against formula = 1.2e-12
Ion energy (input) = 500 eV
Ion current density (input) = 0.10 mA/cm2
Ion flux = 6.242 ions/(nm2 s)
Carbon atoms freed per ion (input) = 0.30
Film thickness (input) = 30.0 nm
Time to clear PMMA = 5.69 min
PS loss, Ohnishi rule = 12.0 nm
PS left, Ohnishi rule = 18.0 nm
PS loss, actual densities = 13.2 nm
PS left, actual densities = 16.8 nm
Rate ratio, actual densities = 2.28
Rate ratio, oxygen removes no carbon = 1.500
Rate ratio, oxygen leaves as CO2 = 1.875
Rate ratio, carbon yield 20% lower on PMMA = 2.00
Radical background on both (input) = 1.0 nm/min
Rate ratio, densities and background = 1.89
Damaged layer (input) = 2.0 nm
CO release constant (input) = 0.05 nm2 per ion
Extra PMMA depth from fast start = 1.15 nm
Beam power density = 0.050 W/cm2
Emissivity of each face (input) = 0.6
Surroundings (input) = 300 K
Uncooled wafer temperature = 353 K
PMMA softening temperature (rough input) = 378 K
Film thermal conductivity (input) = 0.2 W/(m K)
Temperature drop across film = 7.5e-05 K
```
